# Why Catalytic Amplification Does Not Remove Photon Shot Noise

**Q.** I don't see why photon shot noise should matter in a chemically amplified resist. An absorbed photon releases acid, and each acid removes protecting groups from several polymer sites during the bake. If a small volume ends up with about 99 deprotections, the relative fluctuation should be \(1/\sqrt{99}\), about 10%, however few photons started it. More catalysis gives more events and less noise.

**A.** The rule \(1/\sqrt{\text{number}}\) holds for a Poisson count, such as a count of events that occur independently at a fixed rate. Are your 99 deprotections independent?

**Q.** Each is a separate reaction.

**A.** They are separate reactions with common parents. If one photon fails to arrive, all the deprotections it would have caused are missing together. Take the simplest amplifier: every absorbed photon causes the same number \(c\) of deprotections. Let \(N\) be the number of photons absorbed in the volume, Poisson distributed with mean \(n\) and therefore variance \(n\). The output is \(S=cN\), so

\[
E S=cn,\qquad \operatorname{Var}S=c^2n,\qquad
\frac{\sqrt{\operatorname{Var}S}}{E S}=\frac{c\sqrt n}{cn}=\frac1{\sqrt n}.
\]

The gain multiplies the mean and the standard deviation alike, and it cancels from their ratio. I shall call that ratio the relative noise.

**Q.** How many photons are there in a realistic case?

**A.** Take a model resist with round parameters, exposed at 13.5 nm with 30 mJ/cm². The photon energy \(hc/\lambda\) is 91.84 eV, so the dose corresponds to 20.39 photons/nm². Consider a cube of edge 6 nm at the top surface, with absorption coefficient \(\alpha=0.005\ \mathrm{nm^{-1}}\). Its top face receives \(20.39\times36=734\) photons on average. If the beam is Poisson and each photon is absorbed independently, the absorbed number is also Poisson, with mean

\[
n=734\,(1-e^{-0.005\times6})=21.69 .
\]

The relative photon noise is \(1/\sqrt{21.69}=21.5\%\), already twice your estimate for the output.

**Q.** Real gain is not a fixed number, though. Some photons yield more deprotections than others. Doesn't that average out?

**A.** It averages over the photons, but it leaves a positive remainder. Let photon \(i\) cause \(Y_i\) deprotections, where the \(Y_i\) are independent of each other and of \(N\), and share one distribution. This requires plentiful acid generators and unreacted polymer sites, so that photons do not compete for the first, nor their acids for the second. We also assume for now that acids act only in the cube where their photon was absorbed. This is an idealisation: at 13.5 nm the acids are released by secondary electrons and then diffuse during the bake, over distances of nanometres that are not small against a 6 nm cube. For fixed \(N\), the sum \(S=\sum_{i=1}^N Y_i\) has mean \(N\,E Y\) and variance \(N\operatorname{Var}Y\). The total variance is the mean of the conditional variance plus the variance of the conditional mean:

\[
\operatorname{Var}S=n\operatorname{Var}Y+n(E Y)^2 .
\]

Dividing by \((E S)^2=n^2(E Y)^2\) gives

\[
\frac{\operatorname{Var}S}{(E S)^2}
=\frac1n\left[1+\frac{\operatorname{Var}Y}{(E Y)^2}\right]\equiv\frac Fn .
\]

The 1 in the bracket is the photon noise. The second term cannot be negative, so \(F\ge1\), with equality only for a fixed yield. At a given \(n\), random gain makes the relative noise larger than fixed gain does.

**Q.** Which part of the chemistry supplies that randomness?

**A.** There are two stages. A photon releases \(M\) acids, and each acid deprotects \(G\) sites. With independent gains, the same conditioning argument applied to one photon gives

\[
E Y=E M\,E G,\qquad
\operatorname{Var}Y=E M\operatorname{Var}G+(E G)^2\operatorname{Var}M .
\]

Dividing the variance by \((E M)^2(E G)^2\),

\[
F=1+\frac{\operatorname{Var}M}{(E M)^2}
+\frac1{E M}\,\frac{\operatorname{Var}G}{(E G)^2}.
\]

The catalytic noise is divided by the mean number of acids, because a photon's yield averages over its acids. Noise in the acid number has no such divisor.

For \(G\) we need a model of the catalyst. Let an acid deprotect at constant rate \(k\) while sites are plentiful, without being consumed by the reaction. Separately, it is lost at rate \(\kappa\), and the bake ends at time \(T\). Its active lifetime \(\tau\) is the smaller of an exponential time and \(T\). For a given \(\tau\), \(G\) is Poisson with mean and variance \(k\tau\). Conditioning on \(\tau\),

\[
E G=k\,E\tau,\qquad \operatorname{Var}G=k\,E\tau+k^2\operatorname{Var}\tau,
\]

\[
\frac{\operatorname{Var}G}{(E G)^2}=\frac1{k\,E\tau}+\ell,
\qquad \ell=\frac{E\tau^2}{(E\tau)^2}-1 .
\]

The first term is the counting noise of the reactions. It is the part your large-number argument describes, and it does fall as \(k\) rises. The term \(\ell\) comes from unequal acid lifetimes and does not depend on \(k\).

**Q.** How large is \(\ell\)?

**A.** An acid is still active at time \(t<T\) with probability \(e^{-\kappa t}\). Integrating this survival probability gives the moments:

\[
E\tau=\int_0^T e^{-\kappa t}\,dt=\frac{1-e^{-\kappa T}}{\kappa},
\]

\[
E\tau^2=\int_0^T 2t\,e^{-\kappa t}\,dt
=\frac{2}{\kappa^2}\left[1-(1+\kappa T)e^{-\kappa T}\right].
\]

If \(\kappa T\to0\), every acid lasts the whole bake and \(\ell\to0\). If \(\kappa T\to\infty\), then \(E\tau\to1/\kappa\) and \(E\tau^2\to2/\kappa^2\), so \(\ell\to1\).

Choose \(\kappa=0.04\ \mathrm{s^{-1}}\), \(T=60\) s and \(k=0.1\ \mathrm{s^{-1}}\). Then \(E\tau=22.73\) s and \(E\tau^2=864.4\ \mathrm{s^2}\), so \(\ell=864.4/22.73^2-1=0.673\). The mean gain is \(0.1\times22.73=2.273\) deprotections per acid, and the relative variance of the gain is \(1/2.273+0.673=1.113\).

Let a photon release 0, 1, 2, 3 or 4 acids with probabilities 0.1, 0.2, 0.4, 0.2 and 0.1. The mean is 2 and the variance 1.2. The cube then produces about 43 acids on average, or 0.20 per nm³. Real resists typically hold only a few tenths of an acid generator per nm³, which is a comparable supply. There, depletion reduces the acid yield, the photons no longer act independently, and the numbers below do not carry over. The model assumes a much larger supply of acid generators. Under this assumption,

\[
F=1+\frac{1.2}{2^2}+\frac{1.113}{2}=1.856,
\qquad
\sqrt{\frac{1.856}{21.69}}=29.3\% .
\]

The mean output is \(21.69\times2\times2.273=98.6\), your 99 deprotections. Their relative noise is 29%, not 10%, and it exceeds the 21.5% of the photons.

**Q.** Then I double \(k\). By your own formula the noise falls.

**A.** At fixed dose it does, slightly. The mean output becomes 197.2, \(F\) falls to 1.746, and the relative noise goes from 29.3% to 28.4%. You have reduced noise that the amplifier itself added. In this linear law even \(k\to\infty\) leaves \(F=1+0.3+0.673/2=1.636\) and a relative noise of 27.5%, still above the photon value.

**Q.** But the purpose of a fast resist is to use less dose. Suppose I double \(k\) and halve the exposure.

**A.** Then the mean output is again 98.6, but \(n\) is only 10.85, and the relative noise is \(\sqrt{1.746/10.85}=40.1\%\). The trend can be read from the formula. At fixed \(E S\), the photon number must be \(n=E S/(E M\,E G)\). Substituting this and \(\operatorname{Var}G/(E G)^2=1/E G+\ell\) into \(F/n\),

\[
\frac{\operatorname{Var}S}{(E S)^2}
=\frac{1}{E S}\left\{E G\left[E M+\frac{\operatorname{Var}M}{E M}+\ell\right]+1\right\}.
\]

With the acid statistics and lifetimes unchanged, this rises linearly with the gain \(E G\). Gain that is spent on lowering the dose makes the output noisier.

**Q.** Does this matter for defects, or just for a standard deviation?

**A.** As a simple indicator, ask how often the cube receives less than half its mean output. With fixed gain, \(cN<cn/2\) is the same event as \(N<n/2\), so the probability is that of the photons alone, 0.42%. With the random gain above it is 3.1%. Doubling \(k\) at full dose gives 2.6%, while doubling \(k\) at half dose gives 9.5%. These are probabilities for one cube in the linear model. A printed defect also depends on neighbouring volumes and on development, so they are not defect rates.

**Q.** If amplification does so little for noise, why does it seem to help?

**A.** It helps against noise that enters after it. Suppose the later readout adds an independent fluctuation with standard deviation \(r\), expressed in deprotections. Variances of independent terms add, so

\[
\frac{\operatorname{Var}_{\rm total}}{(E S)^2}=\frac Fn+\frac{r^2}{(E S)^2}.
\]

Take \(r=40\) and keep the full dose. At the original \(k\) the total relative noise is \(\sqrt{0.2925^2+(40/98.6)^2}=50.0\%\). At doubled \(k\) it is \(\sqrt{0.2837^2+(40/197.2)^2}=34.9\%\). These are linear-law values; with the 648 sites introduced below, the dose-referred totals defined there are 55.8% and 39.7%. Either way it is a large improvement, and nearly all of it comes from the readout term. Someone who sees only the total could conclude that the shot noise is being removed.

**Q.** I have one more objection. The number of sites is finite. With strong enough catalysis nearly every site reacts, whether 18 photons arrive or 25. The output then hardly fluctuates, so amplification has removed the noise after all.

**A.** The output can indeed become quieter than the photons in relative terms. The bound \(F\ge1\) assumed plentiful sites and does not apply there. Let us calculate the saturated case and then ask what has been gained.

Give the cube \(L\) sites and let the acids be well mixed, so that each active acid attacks each protected site at rate \(k/L\). With all sites protected, its total rate is \(k\), as before. Let \(\Lambda\) be the sum of the lifetimes of all acids in the cube. For a given acid history, each site stays protected independently with probability \(p=e^{-k\Lambda/L}\). The converted fraction \(D\) then has

\[
E D=1-E p,\qquad
\operatorname{Var}D=\operatorname{Var}p+\frac{E[p(1-p)]}{L}.
\]

The last term is the binomial noise of the individual sites.

To average \(p\), start with one acid. Its lifetime has density \(\kappa e^{-\kappa t}\) below \(T\) and a remaining probability \(e^{-\kappa T}\) at \(T\), so

\[
\varphi(s)=E e^{-s\tau}
=\frac{\kappa}{\kappa+s}\left[1-e^{-(\kappa+s)T}\right]+e^{-(\kappa+s)T}.
\]

A photon with \(M\) acids contributes \(\varphi^M\), whose average is \(Q(s)=\sum_M P(M)\,\varphi(s)^M\). Then \(N\) photons contribute \(Q^N\), and the Poisson average is

\[
E e^{-s\Lambda}=\sum_{N=0}^{\infty}e^{-n}\frac{n^N}{N!}\,Q(s)^N
=e^{-n[1-Q(s)]}.
\]

Setting \(s=k/L\) gives \(E p\), and \(s=2k/L\) gives \(E p^2\), which together fix the mean and variance of \(D\). With \(b=1-Q(k/L)\), the mean and its response to a relative change of dose are

\[
E D=1-e^{-nb},\qquad \frac{d\,E D}{d\ln n}=nb\,e^{-nb}.
\]

For 3 sites per nm³ the cube has \(L=648\). At \(k=2\ \mathrm{s^{-1}}\), 93.45% of the sites are converted on average, and the relative output noise is only 6.0%.

**Q.** That is far below 21.5%.

**A.** Now look at the response. Since \(e^{-nb}=0.06555\), we have \(nb=2.725\), and the response is \(2.725\times0.06555=0.1786\). Relative to the mean it is \(0.1786/0.9345=0.191\): a small relative change of dose produces only about a fifth of that change in the output. To compare fluctuations with the signal, ask what relative dose change would shift the mean by one standard deviation, using the local slope. It is \(5.97\%/0.191=31\%\). This dose-referred noise is larger than the photon noise. Saturation has flattened the fluctuations and the image signal together.

**Q.** Could a cleverer nonlinear process do better?

**A.** It cannot beat \(1/\sqrt n\) in this measure, provided that the processing, once the absorbed photons are given, does not depend on the dose. Let \(P_N=e^{-n}n^N/N!\). Differentiating,

\[
\frac{dP_N}{d\ln n}=n\frac{dP_N}{dn}=(N-n)P_N .
\]

Under the stated condition \(E[S\mid N]\) does not depend on \(n\), so the derivative acts on \(P_N\) alone:

\[
\frac{d\,E S}{d\ln n}=\sum_N (N-n)P_N\,E[S\mid N]
=E[(N-n)S]=\operatorname{Cov}(N,S).
\]

The last step uses \(E(N-n)=0\). The Cauchy–Schwarz inequality gives \(\operatorname{Cov}(N,S)^2\le n\operatorname{Var}S\). Hence, wherever the response is not zero,

\[
\frac{\sqrt{\operatorname{Var}S}}{\left|d\,E S/d\ln n\right|}\ge\frac1{\sqrt n}.
\]

Nothing here requires linearity or independent gains. In the linear regime \(E S\) is proportional to \(n\), so the denominator equals \(E S\) and we recover the bound on relative noise.

**Q.** Was the linear calculation fair for the first example, with its 648 sites?

**A.** For the mean and the relative noise it was a reasonable approximation. The linear law predicts a conversion of \(98.6/648=15.2\%\), and the finite-site model gives 14.0%. The output noise is 27.2% instead of 29.3%, because saturation has begun to compress it. The dose-referred noise is 29.4%, close to the linear value.

**Q.** Acid diffusion is said to smooth the noise. Does that break the bound?

**A.** No, but it changes which photons count. If acids from a larger region reach the cube, \(n\) must include every absorbed photon that can influence the output. For a blur without a sharp range that number is very large and the bound becomes weak, so take a simple case. Suppose the output averages equally over a volume \(v\) times larger at the same absorbed density. The photon limit then falls from \(1/\sqrt n\) to \(1/\sqrt{vn}\). The actual noise need not fall as far. If only the acids spread and the deprotections are still counted in the original cube, that count keeps at least its own Poisson noise in the linear model: \(1/\sqrt{98.6}=10\%\) at the original mean output, however large \(v\) is. That floor is approached when each acid roams over the whole volume. If each acid is instead displaced once and then acts in a single cube, the floor is the noise of about 43.4 independent acids, \(\sqrt{(1+1.113)/43.4}=22\%\). The price is that dose variations within that volume are averaged too, so the image is blurred. The improvement comes from using more photons, not from multiplying the consequences of each one.

**Q.** So to lower the photon limit itself, I need more absorbed photons.

**A.** Yes: through a higher dose, a larger averaging volume or, for this cube at the top surface, stronger absorption. Deeper in the film, stronger absorption also removes light before it arrives, so there it helps only up to a point. Short of nearly complete conversion, more uniform acid yields and lifetimes bring the resist closer to that limit, and gain protects the signal from later noise while enough unreacted sites remain. In the finite-site model the response \(nb\,e^{-nb}\) is largest at \(nb=1\), a mean conversion of 63%. Beyond that point, more gain at the same dose weakens the response and leaves it more exposed to later noise. The numerical output below lists the values for each case.

## Numbers as computed

```
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Dose: 30.0 mJ/cm^2
Incident fluence: 20.39 photons/nm^2
Voxel edge: 6.0 nm
Absorption coefficient: 0.0050 1/nm
Incident photons on voxel: 734.0
Mean absorbed photons n: 21.69
Photon relative noise: 21.47 %
Acid probabilities for M=0..4: 0.1 0.2 0.4 0.2 0.1
Mean acids per photon: 2.00
Variance of acids per photon: 1.20
Acid loss rate: 0.040 1/s
Bake time: 60.0 s
Mean acid lifetime: 22.73 s
Mean squared acid lifetime: 864.4 s^2
Acid-number term in F: 0.3000
Lifetime relative variance: 0.6729
[k=0.1 1/s] mean gain per acid: 2.273
[k=0.1 1/s] gain relative variance: 1.1128
[k=0.1 1/s] noise factor F: 1.8564
[k=0.2 1/s] mean gain per acid: 4.546
[k=0.2 1/s] gain relative variance: 0.8928
[k=0.2 1/s] noise factor F: 1.7464
F in linear law for very large k: 1.6364
Its relative noise: 27.47 %
[base] n: 21.69; mean output: 98.6
[base] relative noise: 29.25 %
[base] P(below half mean): 3.084 %
[double k] n: 21.69; mean output: 197.2
[double k] relative noise: 28.37 %
[double k] P(below half mean): 2.624 %
[double k, half dose] n: 10.85; mean output: 98.6
[double k, half dose] relative noise: 40.13 %
[double k, half dose] P(below half mean): 9.535 %
Photons only, P(below half mean): 0.423 %
Fixed gain, P(below half mean): 0.423 %
Added readout noise: 40.0 counts
Total relative noise, base k: 50.01 %
Total relative noise, double k: 34.88 %
Site density: 3.0 1/nm^3; sites: 648
[finite sites, k=0.1 1/s] converted: 14.04 %
[finite sites, k=0.1 1/s] output noise: 27.19 %
[finite sites, k=0.1 1/s] dlnE/dln n: 0.9262
[finite sites, k=0.1 1/s] dose noise: 29.36 %
[finite sites, k=0.2 1/s] converted: 25.99 %
[finite sites, k=0.2 1/s] output noise: 24.42 %
[finite sites, k=0.2 1/s] dlnE/dln n: 0.8571
[finite sites, k=0.2 1/s] dose noise: 28.49 %
[finite sites, k=2.0 1/s] converted: 93.45 %
[finite sites, k=2.0 1/s] output noise: 5.97 %
[finite sites, k=2.0 1/s] dlnE/dln n: 0.1911
[finite sites, k=2.0 1/s] dose noise: 31.25 %
```
